# First-order orbitals and density when the overlap operator changes

In the ultrasoft and projector augmented-wave methods, the smooth orbitals are orthonormal with respect to an overlap operator \(S\), and \(S\) moves with the atoms. This problem asks what that motion does to the first-order orbitals inside the occupied space, and whether the effect can be seen in the density.

**Setting.** Let \(H(\lambda)\) and \(S(\lambda)\) be Hermitian and smooth in a real parameter \(\lambda\), with \(S\) positive definite. At \(\lambda=0\),

\[
H\psi_p=\varepsilon_p S\psi_p,\qquad \langle\psi_p|S|\psi_q\rangle=\delta_{pq}.
\]

Indices \(m,n\) denote occupied states, \(c\) denotes empty states, and \(p,q\) denote any state. All occupied states are equally filled, and a gap separates them from the empty ones. Degeneracies among the occupied states are allowed. A superscript \((1)\) means \(d/d\lambda\) at \(\lambda=0\); a symbol without it is taken at \(\lambda=0\) unless \(\lambda\) is shown. In a self-consistent theory \(H^{(1)}\) includes the induced potential.

Because of the gap, the occupied space changes smoothly, and it can be spanned by smooth orbitals \(\psi_n(\lambda)\) that start at \(\psi_n\) and obey \(\langle\psi_m(\lambda)|S(\lambda)|\psi_n(\lambda)\rangle=\delta_{mn}\). Away from \(\lambda=0\) they need not be eigenstates one by one.

The component of \(\psi_n^{(1)}\) along \(\psi_m\) is its expansion coefficient in the basis of the \(\psi_p\). Since that basis is orthonormal with respect to \(S\), the coefficient is

\[
A_{mn}=\langle\psi_m|S|\psi_n^{(1)}\rangle .
\]

The plain inner product \(\langle\psi_m|\psi_n^{(1)}\rangle\) is in general a different number when \(S\neq1\). We also write \(S^{(1)}_{mn}=\langle\psi_m|S^{(1)}|\psi_n\rangle\).

## (a) What does orthonormality fix?

*Differentiate the orthonormality condition. Which part of the matrix \(A\) does it determine?*

**Solution.** The product rule gives three terms, because the bra, the operator and the ket all depend on \(\lambda\). The right-hand side is constant, so

\[
\langle\psi_m^{(1)}|S|\psi_n\rangle+\langle\psi_m|S^{(1)}|\psi_n\rangle+\langle\psi_m|S|\psi_n^{(1)}\rangle=0 .
\]

The last term is \(A_{mn}\). Since \(S\) is Hermitian, the first is \(\langle\psi_n|S|\psi_m^{(1)}\rangle^*=A_{nm}^*=(A^\dagger)_{mn}\). Hence

\[
A+A^\dagger=-S^{(1)}_{\rm occ},
\]

where \(S^{(1)}_{\rm occ}\) is the matrix of the \(S^{(1)}_{mn}\). Any matrix is the sum of a Hermitian part \((A+A^\dagger)/2\) and an anti-Hermitian part \((A-A^\dagger)/2\). Orthonormality determines the first and leaves the second free.

## (b) The parallel-transport gauge

*The parallel-transport gauge is the choice of orbitals for which \(A\) is Hermitian. Show that this choice can be made, find \(A\) in it, and explain the result as a normalization effect. What distinguishes this gauge by the size of \(\psi_n^{(1)}\)?*

**Solution.** The same occupied space is spanned by the rotated orbitals

\[
\tilde\psi_n(\lambda)=\sum_m\psi_m(\lambda)U_{mn}(\lambda),\qquad U(\lambda)=e^{\lambda K},\quad K^\dagger=-K .
\]

The matrix \(U\) is unitary, so orthonormality is preserved, and \(U(0)=1\), so the starting orbitals are unchanged. Differentiating at \(\lambda=0\) gives

\[
\tilde\psi_n^{(1)}=\psi_n^{(1)}+\sum_m\psi_mK_{mn},
\qquad \tilde A=A+K .
\]

The choice \(K=-(A-A^\dagger)/2\) is anti-Hermitian, as required, and removes the free part of \(A\). What remains is the Hermitian part found in (a):

\[
\boxed{\;\langle\psi_m|S|\tilde\psi_n^{(1)}\rangle=-\tfrac12\langle\psi_m|S^{(1)}|\psi_n\rangle\;}
\]

If \(S\) does not change, this becomes \(\tilde A=0\): the first-order orbitals then have no occupied component. With a moving overlap, setting \(\tilde A=0\) would violate the condition in (a) whenever \(S^{(1)}_{\rm occ}\neq0\).

The factor one half comes from normalization. Suppose the orbitals are held fixed while \(S\) changes. Their overlap matrix becomes \(1+\lambda S^{(1)}_{\rm occ}\) to first order. Multiplying the set of orbitals by the inverse square root of this matrix restores orthonormality, and

\[
\left(1+\lambda S^{(1)}_{\rm occ}\right)^{-1/2}=1-\tfrac12\lambda S^{(1)}_{\rm occ}+O(\lambda^2).
\]

An orbital whose squared norm \(\langle\psi_n|S|\psi_n\rangle\) grows at the rate \(S^{(1)}_{nn}\) under the new overlap must shrink in amplitude at half that rate.

The gauge can also be realized at finite \(\lambda\), without first knowing any derivative. Take any orthonormal occupied orbitals \(\phi_n(\lambda)\) and form \(M_{mn}=\langle\psi_m|S|\phi_n(\lambda)\rangle\). For small \(\lambda\) this matrix is invertible. Its singular-value decomposition is \(M=W\Sigma V^\dagger\), with \(W,V\) unitary and \(\Sigma\) diagonal and positive. Rotating the \(\phi_n\) by \(U=VW^\dagger\) changes \(M\) into

\[
MU=W\Sigma V^\dagger VW^\dagger=W\Sigma W^\dagger ,
\]

which is Hermitian and positive. At \(\lambda=0\), \(M\) is unitary, so \(\Sigma=1\) and \(MU=1\): the rotated orbitals start at \(\psi_n\). The rotated orbitals are smooth even if the \(\phi_n\) are not. Since \(M^\dagger=V\Sigma W^\dagger\) and \((MM^\dagger)^{-1/2}=W\Sigma^{-1}W^\dagger\), we have \(U=M^\dagger(MM^\dagger)^{-1/2}\). With \(P(\lambda)=\sum_k|\phi_k\rangle\langle\phi_k|\), which is unchanged by unitary mixing of the \(\phi_k\) and is therefore smooth, \((MM^\dagger)_{mn}=\langle\psi_m|SPS|\psi_n\rangle\) and the rotated orbitals are \(\sum_mPS\psi_m\,[(MM^\dagger)^{-1/2}]_{mn}\). The derivative of the Hermitian matrix \(MU\) is \(\tilde A\), which is therefore Hermitian. This construction imposes Hermiticity but not the value \(-\frac12S^{(1)}_{\rm occ}\), so it can be used to check that value numerically.

For the size, expand a first-order orbital in any gauge as

\[
\psi_n^{(1)}=\sum_m\psi_mA_{mn}+\sum_c\psi_cB_{cn},
\qquad B_{cn}=\langle\psi_c|S|\psi_n^{(1)}\rangle .
\]

Orthonormality of the \(\psi_p\) gives

\[
\sum_n\langle\psi_n^{(1)}|S|\psi_n^{(1)}\rangle={\rm Tr}\,A^\dagger A+{\rm Tr}\,B^\dagger B .
\]

A rotation adds occupied orbitals only, so \(B\) is the same in every gauge. Now write \(A=-\frac12S^{(1)}_{\rm occ}+L\) with \(L^\dagger=-L\). The cross terms in \({\rm Tr}\,A^\dagger A\) are

\[
-\tfrac12{\rm Tr}\big(S^{(1)}_{\rm occ}L\big)-\tfrac12{\rm Tr}\big(L^\dagger S^{(1)}_{\rm occ}\big)
=-\tfrac12{\rm Tr}\big(S^{(1)}_{\rm occ}L\big)+\tfrac12{\rm Tr}\big(LS^{(1)}_{\rm occ}\big)=0 ,
\]

by the cyclic property of the trace. Therefore

\[
{\rm Tr}\,A^\dagger A=\tfrac14{\rm Tr}\big(S^{(1)}_{\rm occ}\big)^2+{\rm Tr}\,L^\dagger L .
\]

The last term is a sum of squared moduli and vanishes only for \(L=0\). The parallel-transport gauge thus gives the smallest total squared norm of the first-order orbitals.

## (c) The empty components, and a second gauge

*Find \(B_{cn}\). Then find \(A_{mn}\) for orbitals that remain eigenstates at every \(\lambda\), assuming nondegenerate occupied levels, and compare with (b).*

**Solution.** The occupied space is invariant under \(S^{-1}H\), so in any gauge

\[
H(\lambda)\psi_n(\lambda)=\sum_mS(\lambda)\psi_m(\lambda)\Lambda_{mn}(\lambda),
\qquad \Lambda_{mn}(0)=\varepsilon_n\delta_{mn}.
\]

Its derivative at \(\lambda=0\) is

\[
H^{(1)}\psi_n+H\psi_n^{(1)}=\varepsilon_nS^{(1)}\psi_n+\varepsilon_nS\psi_n^{(1)}+\sum_mS\psi_m\Lambda^{(1)}_{mn}.
\]

Project on \(\psi_c\). The last sum vanishes because \(\langle\psi_c|S|\psi_m\rangle=0\). In the second term \(H\) acts to the left, \(\langle\psi_c|H=\varepsilon_c\langle\psi_c|S\), which gives \(\varepsilon_cB_{cn}\). Collecting terms,

\[
B_{cn}=\frac{\langle\psi_c|H^{(1)}-\varepsilon_nS^{(1)}|\psi_n\rangle}{\varepsilon_n-\varepsilon_c}.
\]

The denominators contain only differences between occupied and empty levels. A degeneracy within the occupied space does no harm in the parallel-transport gauge, but a closing gap does.

If the orbitals stay eigenstates, \(\Lambda\) is diagonal at every \(\lambda\). Projecting on an occupied \(\psi_m\) with \(m\ne n\) gives, by the same steps,

\[
A_{mn}^{\rm eig}=\frac{H^{(1)}_{mn}-\varepsilon_nS^{(1)}_{mn}}{\varepsilon_n-\varepsilon_m}.
\]

To find its Hermitian part, exchange the indices and take the complex conjugate. Since \(H^{(1)}\) and \(S^{(1)}\) are Hermitian,

\[
\big(A_{nm}^{\rm eig}\big)^*=\frac{H^{(1)}_{mn}-\varepsilon_mS^{(1)}_{mn}}{\varepsilon_m-\varepsilon_n}
=-\frac{H^{(1)}_{mn}-\varepsilon_mS^{(1)}_{mn}}{\varepsilon_n-\varepsilon_m}.
\]

In the sum the \(H^{(1)}_{mn}\) terms cancel:

\[
A_{mn}^{\rm eig}+\big(A_{nm}^{\rm eig}\big)^*
=\frac{(-\varepsilon_n+\varepsilon_m)S^{(1)}_{mn}}{\varepsilon_n-\varepsilon_m}=-S^{(1)}_{mn},
\]

as (a) requires. The two gauges share their Hermitian part. Adding \(\frac12S^{(1)}_{mn}\) to \(A^{\rm eig}_{mn}\) leaves the anti-Hermitian part of the eigenstate gauge; for \(m\ne n\) it is \(\big[H^{(1)}_{mn}-\frac12(\varepsilon_m+\varepsilon_n)S^{(1)}_{mn}\big]/(\varepsilon_n-\varepsilon_m)\). It vanishes only where the numerator does, and it can become large when two occupied levels are close.

## (d) The density matrix

*Let \(D=\sum_n|\psi_n\rangle\langle\psi_n|\). Which part of \(D^{(1)}\) comes from the occupied components of the first-order orbitals? Does it depend on the gauge, and when is it zero?*

**Solution.** The product rule gives \(D^{(1)}=\sum_n\big(|\psi_n^{(1)}\rangle\langle\psi_n|+|\psi_n\rangle\langle\psi_n^{(1)}|\big)\). Inserting the occupied components alone yields

\[
D^{(1)}_{\rm occ}=\sum_{mn}\Big(|\psi_m\rangle A_{mn}\langle\psi_n|+|\psi_n\rangle A_{mn}^*\langle\psi_m|\Big).
\]

Exchange the names \(m\) and \(n\) in the second term. Its coefficient becomes \(A_{nm}^*=(A^\dagger)_{mn}\), so

\[
D^{(1)}_{\rm occ}=\sum_{mn}|\psi_m\rangle\,(A+A^\dagger)_{mn}\,\langle\psi_n|
=-\sum_{mn}|\psi_m\rangle S^{(1)}_{mn}\langle\psi_n| .
\]

The anti-Hermitian part of \(A\) has dropped out, so the result holds in every gauge. The factor one half in each orbital is doubled because bra and ket both change. Moreover,

\[
\langle\psi_m|S\,D^{(1)}_{\rm occ}\,S|\psi_n\rangle=-S^{(1)}_{mn},
\]

so \(D^{(1)}_{\rm occ}\) vanishes if and only if the whole occupied block of \(S^{(1)}\) vanishes. With a fixed overlap, as in norm-conserving methods, it is zero.

Equal filling matters here. With fillings \(f_n\), the bracket \((A+A^\dagger)_{mn}\) is replaced by \(A_{mn}f_n+f_m(A^\dagger)_{mn}\). An anti-Hermitian part \(L\) of \(A\) then contributes \(L_{mn}(f_n-f_m)\), which need not vanish. For unequal fillings the rotation between the states is physical and cannot be discarded by a choice of gauge.

## (e) The density in space and the charge balance

*With two electrons per orbital, let the density be \(n(\mathbf r)=2\sum_n\langle\psi_n|K(\mathbf r)|\psi_n\rangle\), where the Hermitian operator \(K(\mathbf r)\), unrelated to the matrix \(K\) of (b), contains the smooth density and the augmentation charges, and \(\int K(\mathbf r)\,d\mathbf r=S\) at every \(\lambda\). Split \(n^{(1)}\) into its parts and integrate each. Must the occupied part be visible in the density?*

**Solution.** Both the orbitals and \(K\) depend on \(\lambda\). Separating the occupied and empty components of \(\psi_n^{(1)}\) gives \(n^{(1)}=n_{\rm occ}+n_{\rm emp}+n_{\rm exp}\), with

\[
\begin{aligned}
n_{\rm occ}(\mathbf r)&=-2\sum_{mn}S^{(1)}_{mn}\langle\psi_n|K(\mathbf r)|\psi_m\rangle,\\
n_{\rm emp}(\mathbf r)&=4\,{\rm Re}\sum_{cn}B_{cn}\langle\psi_n|K(\mathbf r)|\psi_c\rangle,\\
n_{\rm exp}(\mathbf r)&=2\sum_n\langle\psi_n|K^{(1)}(\mathbf r)|\psi_n\rangle .
\end{aligned}
\]

The first line is \(2\,{\rm Tr}[K(\mathbf r)D^{(1)}_{\rm occ}]\). The last is the explicit part, which arises because the augmentation charges and projectors move while the orbitals are held fixed.

For the integrals, replace \(K\) by \(S\) and \(K^{(1)}\) by \(S^{(1)}\). With \(\langle\psi_n|S|\psi_m\rangle=\delta_{nm}\) and \(\langle\psi_n|S|\psi_c\rangle=0\),

\[
\int n_{\rm occ}=-2\,{\rm Tr}\,S^{(1)}_{\rm occ},\qquad
\int n_{\rm emp}=0,\qquad
\int n_{\rm exp}=+2\,{\rm Tr}\,S^{(1)}_{\rm occ}.
\]

The occupied part removes the charge that the explicit part adds. If the trace is nonzero, \(n_{\rm occ}\) has a nonzero integral and so cannot vanish everywhere; leaving it out violates charge conservation at first order.

If the trace is zero, \(n_{\rm occ}\) may still be nonzero locally, but there are exceptions. Let the orbitals and \(K(\mathbf r)\) be real and \(S^{(1)}_{mn}\) imaginary and antisymmetric. Then \(\langle\psi_n|K|\psi_m\rangle\) is symmetric in \(m,n\), and its sum with an antisymmetric matrix is zero at every point. The density matrix changes, but this part of the density does not. The precise statement is therefore that a nonzero occupied block of \(S^{(1)}\) always changes the density matrix at first order, and contributes to the density in space except when the sum in \(n_{\rm occ}\) cancels at every point.

## (f) A model with two atoms

*Evaluate these quantities for a one-dimensional ultrasoft model in which atom 1 is displaced. How large is the error if the occupied part is omitted?*

**Solution.** In Hartree atomic units, with \(x_a=x-X_a\), take

\[
\begin{aligned}
H&=-\frac12\frac{d^2}{dx^2}-\sum_aV_ae^{-x_a^2/2w^2}+\sum_ad_a|\beta_a\rangle\langle\beta_a|,\\
S&=1+\sum_aq_a|\beta_a\rangle\langle\beta_a|,\qquad
\beta_a(x)=\frac{e^{-x_a^2/2s^2}}{(\pi s^2)^{1/4}},\\
K(x)&=|x\rangle\langle x|+\sum_aQ_a(x)|\beta_a\rangle\langle\beta_a|,\qquad
Q_a(x)=\frac{q_a\,e^{-x_a^2/2t^2}}{\sqrt{2\pi}\,t}.
\end{aligned}
\]

Since \(\int Q_a\,dx=q_a\), the integral of \(K\) is \(S\), and \(q_a>0\) makes \(S\) positive definite. The parameters are \(X_1=-0.9\) and \(X_2=0.9\) bohr, \(V_1=2.5\) and \(V_2=2.0\) hartree, \(d_a=0.5\) hartree, \(q_a=0.3\), \(w=0.8\), \(s=0.5\) and \(t=0.4\) bohr. \(H\) is a given function of the positions, without self-consistency.

The parameter \(\lambda\) is the displacement of atom 1 in the \(+x\) direction, so

\[
S^{(1)}=q_1\left(|\beta_1^{(1)}\rangle\langle\beta_1|+|\beta_1\rangle\langle\beta_1^{(1)}|\right),
\qquad \beta_1^{(1)}(x)=\frac{x-X_1}{s^2}\,\beta_1(x).
\]

The two lowest levels, at \(-1.3860\) and \(-0.7704\) hartree, hold four electrons. The next level lies at \(-0.3665\) hartree, leaving a gap of 0.4039 hartree.

**Orbitals.** The two orbitals are taken real and positive at \(x=X_1\); reversing the sign of one of them reverses the signs of all off-diagonal elements below. The computed overlap block and its product with \(-\frac12\) are

\[
S^{(1)}_{\rm occ}=\begin{pmatrix}0.1712&-0.0539\\-0.0539&-0.1674\end{pmatrix},\quad
-\tfrac12S^{(1)}_{\rm occ}=\begin{pmatrix}-0.0856&0.0270\\0.0270&0.0837\end{pmatrix}
\ \text{bohr}^{-1}.
\]

The numerical check diagonalizes the displaced problem afresh, aligns the orbitals as in (b), and takes finite differences. The resulting \(A\) agrees with the second matrix to within \(6\times10^{-12}\) bohr\(^{-1}\).

In the eigenstate gauge the off-diagonal elements are \(A_{12}=0.5683\) and \(A_{21}=-0.5144\) bohr\(^{-1}\). Their half-sum and half-difference are

\[
\frac{0.5683-0.5144}{2}=0.0270,\qquad
\frac{0.5683+0.5144}{2}=0.5413\ \text{bohr}^{-1}.
\]

The first is the parallel-transport value. The second is a rotation between the two occupied orbitals, which adds \(2\times0.5413^2=0.586\) bohr\(^{-2}\) to the total squared norm. This accounts for the increase from 0.476 to 1.062 bohr\(^{-2}\) between the gauges.

**Density.** The parts of \(n^{(1)}\), in electrons/bohr\(^2\), are:

| \(x\) (bohr) | occupied | empty | explicit | sum |
|---:|---:|---:|---:|---:|
| −0.9 | 0.0269 | 0.2548 | 0.0075 | 0.2892 |
| 0.0 | −0.1950 | 0.4327 | 0.1702 | 0.4079 |
| 0.9 | 0.0001 | 0.4876 | 0.0002 | 0.4880 |

The sums agree with finite differences of the full density; over the whole grid the largest deviation is \(8\times10^{-11}\) electrons/bohr\(^2\). At the midpoint, omitting the occupied part would give

\[
0.4327+0.1702=0.6029\quad\text{instead of}\quad0.4079\ \text{electrons/bohr}^2,
\]

which is too large by 48% of the correct value. The largest error from this omission, reached near \(x=-0.1\) bohr, is 0.199 electrons/bohr\(^2\), about 20% of the largest \(|n^{(1)}|\), which is 1.019 electrons/bohr\(^2\).

**Charge.** The diagonal elements of \(S^{(1)}_{\rm occ}\) nearly cancel in the trace:

\[
{\rm Tr}\,S^{(1)}_{\rm occ}=0.17121-0.16743=0.00378\ \text{bohr}^{-1}.
\]

The occupied and explicit parts therefore integrate to only \(-0.00756\) and \(+0.00756\) electrons/bohr, and the total charge is conserved. In this model a charge count would reveal little of the omission: the occupied part mainly redistributes charge, and its local values are far larger than its integral suggests.

## Values computed for the example and the checks

```
Atom positions (bohr): [-0.9  0.9]
Well depths (hartree): [2.5 2. ]
Widths of well, projector, augmentation (bohr): 0.8 0.5 0.4
Nonlocal strengths (hartree): [0.5 0.5]
Augmentation charges q (dimensionless): [0.3 0.3]
Grid spacing 0.15 bohr, half range 12.0 bohr
Finite-difference step 0.002 bohr
Lowest three eigenvalues (hartree): [-1.385952 -0.770429 -0.366546]
Electrons in augmented density: 4.000000
m=1 n=1 (1/bohr): S1 0.171209, -S1/2 -0.085605, A parallel -0.085605, A eigen -0.085605
m=1 n=2 (1/bohr): S1 -0.053925, -S1/2 0.026962, A parallel 0.026962, A eigen 0.568304
m=2 n=1 (1/bohr): S1 -0.053925, -S1/2 0.026962, A parallel 0.026962, A eigen -0.514379
m=2 n=2 (1/bohr): S1 -0.167430, -S1/2 0.083715, A parallel 0.083715, A eigen 0.083715
Largest error of A = -S1/2 (1/bohr): 5.6e-12
Sum <psi1|S0|psi1>, parallel gauge (1/bohr^2): 0.476124
Sum <psi1|S0|psi1>, eigenstate gauge (1/bohr^2): 1.062226
Squared norm of anti-Hermitian part (1/bohr^2): 0.586101
First-order density (electrons/bohr^2):
x=-0.9 bohr: occupied 0.026931, empty 0.254762, explicit 0.007539, sum 0.289231, finite diff. 0.289231
x=0.0 bohr: occupied -0.194993, empty 0.432700, explicit 0.170219, sum 0.407926, finite diff. 0.407926
x=0.9 bohr: occupied 0.000130, empty 0.487649, explicit 0.000171, sum 0.487950, finite diff. 0.487950
Largest |n1| (electrons/bohr^2): 1.018771
Largest error of full n1 (electrons/bohr^2): 8.4e-11
Largest error without occupied part (electrons/bohr^2): 0.197544
Trace of occupied S1 block (1/bohr): 0.003779
Integrated occupied part (electrons/bohr): -0.007559
Integrated empty part, magnitude (electrons/bohr): 1.2e-15
Integrated explicit part (electrons/bohr): 0.007559
Norm-conserving limit, largest |A| (1/bohr): 2.4e-12
Imaginary S1 case, largest |S1_mn| (1/bohr): 0.056998
Imaginary S1 case, largest density part (electrons/bohr^2): 1.8e-17
Complex matrices, error of block (dimensionless): 3.0e-13
Complex matrices, error of D1 (dimensionless): 2.4e-13
Largest change on 0.10 bohr grid (atomic units): 1.4e-11
```
